# Gauss-Mehler Evaluation of Screened-Coulomb Scattering Angles Without Endpoint Cancellation: test program

```python
"""
Classical scattering angle by a cancellation-free Gauss-Mehler sum.

Result under test, for V(r) = (strength/r) sum_i c_i exp(-d_i r/a):
    theta_n = (pi/n) sum_j q_j/(1+p_j),  u_j = cos((2j-1) pi/(4n)),
    q = S/(beta^2 (1+u) + S),  p = sqrt(1-q),  beta = b/R,
    S = kappa sum_i c_i exp(-lam_i)
        * (1 + u (1-exp(-lam_i (1-u)/u))/(1-u)).
R: turning point; b: impact parameter; E: centre-of-mass energy;
kappa = strength/(E R); lam_i = d_i R/a. Hartree atomic units.
The raw sum uses F = 1 - V/E - b^2/r^2 directly and is kept for comparison.
"""
import numpy as np
from math import comb
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import kv


def radial_factor(r, b, energy, pot):
    strength, a, c, d = pot
    potential = strength / r * np.sum(c * np.exp(-d * r / a))
    return 1.0 - potential / energy - (b / r)**2


def turning_point(b, energy, pot):
    half = pot[0] / (2 * energy)
    upper = 2 * (half + np.hypot(half, b))
    return brentq(radial_factor, b, upper, args=(b, energy, pot),
                  xtol=1e-16, rtol=4 * np.finfo(float).eps, maxiter=500)


def mehler_angles(n):
    return (2 * np.arange(1, n + 1) - 1) * np.pi / (4 * n)


def stable_terms(b, energy, pot, n, R):
    strength, a, c, d = pot
    psi = mehler_angles(n)
    u = np.cos(psi)
    gap = 2 * np.sin(psi / 2)**2          # 1-u without cancellation
    lam = d * R / a
    bracket = 1 - u * np.expm1(-np.outer(lam, gap / u)) / gap
    S = strength / (energy * R) * ((c * np.exp(-lam)) @ bracket)
    centrifugal = (b / R)**2 * (1 + u)
    q = S / (centrifugal + S)
    p = np.sqrt(centrifugal / (centrifugal + S))
    return u, S, q, p


def stable_angle(b, energy, pot, n, R=None):
    R = turning_point(b, energy, pot) if R is None else R
    u, S, q, p = stable_terms(b, energy, pot, n, R)
    return np.pi * np.mean(q / (1 + p)), np.pi * np.mean(p)


def raw_angle(b, energy, pot, n, R):
    u = np.cos(mehler_angles(n))
    F = np.array([radial_factor(R / x, b, energy, pot) for x in u])
    return np.pi * (1 - b / R * np.mean(np.sqrt((1 - u**2) / F)))


def reference_angle(b, energy, pot):
    """Original integral with u = 1-y^2, high precision, raw F."""
    start = turning_point(b, energy, pot)
    with mp.workdps(100):
        B, E, strength, a = [mpf(float(x))
                             for x in (b, energy, pot[0], pot[1])]
        terms = [(mpf(float(x)), mpf(float(y)))
                 for x, y in zip(pot[2], pot[3])]

        def factor(r):
            v = sum(x * mp.exp(-y * r / a) for x, y in terms)
            return 1 - strength * v / (E * r) - (B / r)**2

        R = mpf(float(start))
        for _ in range(5):
            slope = 2 * B**2 / R**3 + strength / E * sum(
                x * mp.exp(-y * R / a) * (1 / R**2 + y / (a * R))
                for x, y in terms)
            R -= factor(R) / slope

    def integrand(y):
        if y <= 0 or y >= 1:
            return mpf(0)
        with mp.workdps(100):
            return 2 * y / mp.sqrt(factor(R / (1 - y * y)))

    with mp.workdps(30):
        value, err = mp.quad(integrand, [0, 1], error=True, maxdegree=8)
        complement = 2 * B / R * value
        theta = mp.pi - complement
        assert err < mpf("1e-13") * min(theta, complement)
        return float(theta), float(complement)


def predicted_error(b, energy, pot, n, R):
    """Leading aliasing error and the amplitude of its first harmonic."""
    strength, a, c, d = pot
    lam = d * R / a
    prefactor = 4 * (b / R) * strength / (energy * R)
    total, amplitude = 0.0, 0.0
    for m in range(1, 21):
        k = 4 * n * m
        z = 2 * np.sqrt(lam * k) * np.exp(-0.25j * np.pi)
        term = 1j * lam / k * kv(2, z)
        total += (-1)**(m + 1) * prefactor * np.sum(c * term.real)
        if m == 1:
            amplitude = prefactor * np.sum(c * np.abs(term))
    return total, amplitude


# Exactness of the folded quadrature for even powers.
nodes4 = np.cos(mehler_angles(4))
for degree in range(0, 18, 2):
    half = degree // 2
    exact = np.pi / 2 * comb(degree, half) / 4**half
    difference = abs(np.pi / 2 * np.mean(nodes4**degree) - exact)
    if degree <= 14:
        assert difference < 1e-13
    else:
        assert difference > 1e-6

# Copper pair with the Ziegler-Biersack-Littmark universal potential.
Z = 29
screen = 0.88534 / (2 * Z**0.23)
coefficients = np.array([0.18175, 0.50986, 0.28022, 0.02817])
exponents = np.array([3.19980, 0.94229, 0.40290, 0.20162])
assert abs(coefficients.sum() - 1) < 1e-12
zbl = (float(Z * Z), screen, coefficients, exponents)
E, b = 20.0, 1.0
R = turning_point(b, E, zbl)
beta, kappa, lam = b / R, Z * Z / (E * R), exponents * R / screen
theta_ref, complement_ref = reference_angle(b, E, zbl)
theta, complement = stable_angle(b, E, zbl, 128)
assert abs(theta / theta_ref - 1) < 1e-12

print("COPPER PAIR, UNIVERSAL POTENTIAL")
print(f"Z1=Z2: {Z}; screening length a: {screen:.8f} bohr")
print(f"E: {E:.1f} hartree; b: {b:.1f} bohr; R: {R:.10f} bohr")
print(f"beta: {beta:.8f}; kappa: {kappa:.8f}")
print("lambda_i:", " ".join(f"{x:.6f}" for x in lam))
print("Four nodes: u, S, q, p, q/(1+p), dimensionless")
for u, S, q, p in zip(*stable_terms(b, E, zbl, 4, R)):
    print(f"{u:.8f} {S:.8f} {q:.8f} {p:.8f} {q/(1+p):.8f}")
print("n, theta_n (rad), theta_n-reference (rad)")
for n in (2, 4, 8, 16, 32, 64):
    value = stable_angle(b, E, zbl, n, R)[0]
    print(f"{n:3d} {value:.13f} {value-theta_ref:.2e}")
print(f"Reference theta: {theta_ref:.13f} rad")

# Newtonian relative trajectory with unit reduced mass.
def motion(t, state):
    x, y, vx, vy = state
    r = np.hypot(x, y)
    force = Z * Z * np.sum(coefficients * np.exp(-exponents * r / screen)
                          * (1 / r**2 + exponents / (screen * r)))
    return [vx, vy, force * x / r, force * y / r]


speed = np.sqrt(2 * E)
path = solve_ivp(motion, (0, 80 / speed), [-40, b, speed, 0],
                 method="DOP853", rtol=1e-12, atol=1e-13)
assert path.success
vx, vy = path.y[2:, -1]
theta_path = np.arctan2(vy, vx)
assert abs(theta_path - theta) < 1e-8
# Equal masses: target and projectile velocities after the collision.
fraction = ((speed - vx)**2 + vy**2) / (4 * speed**2)
lab_angle = np.arctan2(vy, speed + vx)
assert abs(fraction - np.sin(theta / 2)**2) < 1e-8
assert abs(lab_angle - theta / 2) < 1e-8
transfer = 2 * E * np.sin(theta / 2)**2
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Trajectory theta: {theta_path:.10f} rad")
print(f"theta: {np.degrees(theta):.6f} deg; "
      f"lab angle: {np.degrees(theta/2):.6f} deg")
print(f"Lab energy: {2*E:.1f} hartree")
print(f"Energy transfer: {transfer:.8f} hartree = "
      f"{transfer*hartree_ev:.4f} eV")

# Relative accuracy from near head-on to grazing impact.
print("ACCURACY, n=128, E=20 hartree")
print("b (bohr), R (bohr), theta (rad), stable/raw relative errors")
for impact in (0.01, 0.5, 1.0, 2.0, 5.0, 20.0):
    turn = turning_point(impact, E, zbl)
    angle, back = stable_angle(impact, E, zbl, 128, turn)
    ref, back_ref = reference_angle(impact, E, zbl)
    stable_err = abs(angle / ref - 1)
    raw_err = abs(raw_angle(impact, E, zbl, 128, turn) / ref - 1)
    assert stable_err < 1e-12
    assert abs(back / back_ref - 1) < 1e-12
    step = 1e-5
    slope_fd = (radial_factor(turn * (1 + step), impact, E, zbl)
                - radial_factor(turn * (1 - step), impact, E, zbl)) / (2*step)
    local_lam = exponents * turn / screen
    slope = 2 * (impact / turn)**2 + Z * Z / (E * turn) * np.sum(
        coefficients * np.exp(-local_lam) * (1 + local_lam))
    assert abs(slope_fd / slope - 1) < 1e-7 and slope_fd > 1
    if impact == b:
        main_slope = slope
    if impact == 20.0:
        assert raw_err > 1e-10
    print(f"{impact:.2f} {turn:.8f} {angle:.9e} "
          f"{stable_err:.1e} {raw_err:.1e}")

# A deliberate relative error in the turning point.
delta = 1e-9
print("TURNING-POINT ERROR")
print(f"Relative error in R: {delta:.1e}; slope A: {main_slope:.8f}")
print("n, stable shift, raw shift, predicted raw shift (rad)")
stable_shifts, raw_shifts = [], []
for n in (64, 256):
    shifted = R * (1 + delta)
    stable_shift = (stable_angle(b, E, zbl, n, shifted)[0]
                    - stable_angle(b, E, zbl, n, R)[0])
    raw_shift = (raw_angle(b, E, zbl, n, shifted)
                 - raw_angle(b, E, zbl, n, R))
    forecast = 2 * np.pi * n * beta * np.sqrt(2 / main_slope) * delta
    stable_shifts.append(stable_shift)
    raw_shifts.append(raw_shift)
    print(f"{n:3d} {stable_shift:.4e} {raw_shift:.4e} {forecast:.4e}")
assert abs(raw_shifts[-1] / forecast - 1) < 0.03
assert abs(stable_shifts[0] - stable_shifts[1]) < 1e-4 * delta
assert abs(stable_shifts[1]) < 20 * delta

# Root-exponential law: one exponential, R=a=1 and beta=0.8.
yukawa = (0.36 * np.e, 1.0, np.array([1.0]), np.array([1.0]))
yuk_R = turning_point(0.8, 1.0, yukawa)
yuk_ref = reference_angle(0.8, 1.0, yukawa)[0]
print("ONE EXPONENTIAL: a=1 bohr, b=0.8 bohr, E=1 hartree")
print(f"strength: {yukawa[0]:.8f} hartree bohr; R: {yuk_R:.8f} bohr")
print("n, actual error, predicted error (rad)")
for n in (16, 24, 32):
    actual = stable_angle(0.8, 1.0, yukawa, n, yuk_R)[0] - yuk_ref
    forecast, amplitude = predicted_error(0.8, 1.0, yukawa, n, yuk_R)
    assert abs(actual - forecast) < 0.1 * amplitude
    print(f"{n:3d} {actual:.4e} {forecast:.4e}")

# Unscreened limit against the closed Rutherford angle.
coulomb = (1.0, 1.0, np.array([1.0]), np.array([0.0]))
coul_R = turning_point(1.0, 1.0, coulomb)
rutherford = 2 * np.arctan(0.5)
print("COULOMB: strength=1 hartree bohr, b=1 bohr, E=1 hartree")
print(f"R: {coul_R:.8f} bohr; Rutherford theta: {rutherford:.10f} rad")
print("n, actual error, predicted error (rad)")
for n in (16, 64):
    actual = stable_angle(1.0, 1.0, coulomb, n, coul_R)[0] - rutherford
    forecast = -np.pi**2 / (96 * n**2 * coul_R**2)
    assert abs(actual / forecast - 1) < 0.02
    print(f"{n:3d} {actual:.6e} {forecast:.6e}")

# Energetic close collision: weak screening slows convergence.
high_E, high_b = 20000.0, 0.02
high_R = turning_point(high_b, high_E, zbl)
high_ref = reference_angle(high_b, high_E, zbl)[0]
high_error = stable_angle(high_b, high_E, zbl, 32, high_R)[0] - high_ref
forecast, amplitude = predicted_error(high_b, high_E, zbl, 32, high_R)
low_error = stable_angle(b, E, zbl, 32, R)[0] - theta_ref
assert abs(high_error - forecast) < 0.1 * amplitude
assert abs(high_error) > 100 * abs(low_error)
print(f"COPPER PAIR: E={high_E:.0f} hartree, b={high_b:.2f} bohr")
print(f"R: {high_R:.8f} bohr; theta: {high_ref:.10f} rad")
print(f"Smallest lambda: {exponents[-1]*high_R/screen:.6f}")
print(f"n=32 error: {high_error:.4e}; predicted: {forecast:.4e} rad")
print("finished without a failed check")
```

It prints:

```
COPPER PAIR, UNIVERSAL POTENTIAL
Z1=Z2: 29; screening length a: 0.20404622 bohr
E: 20.0 hartree; b: 1.0 bohr; R: 1.5222996408 bohr
beta: 0.65690090; kappa: 27.62268273
lambda_i: 23.872309 7.030014 3.005861 1.504199
Four nodes: u, S, q, p, q/(1+p), dimensionless
0.98078528 2.02496387 0.70318328 0.54480889 0.45519111
0.83146961 1.70173305 0.68286566 0.56314682 0.43685318
0.55557023 1.17093351 0.63561993 0.60363902 0.39636098
0.19509032 0.70618217 0.57794435 0.64965810 0.35034190
n, theta_n (rad), theta_n-reference (rad)
  2 1.2867133021793 -3.91e-04
  4 1.2870690235636 -3.56e-05
  8 1.2871055468685 8.94e-07
 16 1.2871046392870 -1.37e-08
 32 1.2871046530198 -1.64e-11
 64 1.2871046530362 -2.22e-16
Reference theta: 1.2871046530362 rad
Trajectory theta: 1.2871046530 rad
theta: 73.745664 deg; lab angle: 36.872832 deg
Lab energy: 40.0 hartree
Energy transfer: 14.40196679 hartree = 391.8975 eV
ACCURACY, n=128, E=20 hartree
b (bohr), R (bohr), theta (rad), stable/raw relative errors
0.01 1.29569625 3.120774173e+00 0.0e+00 4.4e-16
0.50 1.35272343 2.131531342e+00 0.0e+00 1.6e-14
1.00 1.52229964 1.287104653e+00 2.2e-16 1.5e-14
2.00 2.15939139 3.431467250e-01 0.0e+00 1.4e-13
5.00 5.00451941 5.517576289e-03 7.8e-16 1.2e-11
20.00 20.00000000 8.788844017e-10 1.8e-15 2.2e-05
TURNING-POINT ERROR
Relative error in R: 1.0e-09; slope A: 2.93081405
n, stable shift, raw shift, predicted raw shift (rad)
 64 -8.4568e-10 2.1821e-07 2.1821e-07
256 -8.4568e-10 8.7274e-07 8.7285e-07
ONE EXPONENTIAL: a=1 bohr, b=0.8 bohr, E=1 hartree
strength: 0.97858146 hartree bohr; R: 1.00000000 bohr
n, actual error, predicted error (rad)
 16 1.4240e-07 1.4252e-07
 24 -9.2293e-09 -9.3253e-09
 32 5.0839e-10 5.1911e-10
COULOMB: strength=1 hartree bohr, b=1 bohr, E=1 hartree
R: 1.61803399 bohr; Rutherford theta: 0.9272952180 rad
n, actual error, predicted error (rad)
 16 -1.533582e-04 -1.533957e-04
 64 -9.587086e-06 -9.587233e-06
COPPER PAIR: E=20000 hartree, b=0.02 bohr
R: 0.04280749 bohr; theta: 1.4903743647 rad
Smallest lambda: 0.042298
n=32 error: 1.5340e-06; predicted: 1.5354e-06 rad
finished without a failed check
```
